# Comment: PAW reconstruction does not supply the antishielding of a frozen core: verification in Python

```python
"""Result under test: a frozen closed-shell core adds nothing to the electric
field gradient (EFG) at its nucleus. The Sternheimer antishielding of a heavy
ion, V_zz = (1 - gamma) V_ext, comes mostly from its outermost p shell, so that
shell must be valence; reconstruction of valence orbitals cannot replace it.
Symbols (Hartree atomic units): u = r * radial orbital, n = electron density,
rho = r^2 * (radial part of density), v = potential energy of an electron,
V_ext = external EFG, with v = -(1/2) V_ext r^2 P2(cos theta).
Level of theory: nonrelativistic Kohn-Sham, Dirac-exchange LDA.
X = response of independent electrons, K = Coulomb + exchange kernel (L = 2)."""
from types import SimpleNamespace
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import eval_legendre, lpmv, roots_jacobi
from pyscf import gto, dft

pi = np.pi


def make_grid(order, half, rmax):
    """Mapped Gauss-Lobatto grid; half of the points lie below r = half."""
    x = np.concatenate([[-1.0], roots_jacobi(order - 1, 1, 1)[0], [1.0]])
    leg = eval_legendre(order, x)
    wx = 2 / (order * (order + 1) * leg**2)
    gap = x[:, None] - x
    np.fill_diagonal(gap, 1.0)
    D = leg[:, None] / (leg[None, :] * gap)
    np.fill_diagonal(D, 0.0)
    D[0, 0], D[-1, -1] = -order * (order + 1) / 4, order * (order + 1) / 4
    a = 2 * half / rmax
    r = half * (1 + x) / (1 - x + a)
    jac = half * (2 + a) / (1 - x + a)**2
    T = 0.5 * D.T @ ((wx / jac)[:, None] * D)
    D1 = D / jac[:, None]
    cut = slice(1, -1)
    g = SimpleNamespace(r=r[cut], w=(wx * jac)[cut], T=T[cut, cut],
                        D1=D1[cut, cut], D2=(D1 @ D1)[cut, cut])
    g.coul = {}
    for L in (0, 2):  # multipole Coulomb kernels, acting on w * rho
        A = 2 * g.T + np.diag(L * (L + 1) / g.r**2 * g.w)
        g.coul[L] = 4 * pi * (np.linalg.inv(A) / np.outer(g.r, g.r)
                              + np.outer(g.r**L, g.r**L)
                              / ((2 * L + 1) * rmax**(2 * L + 1)))
    return g


def hamiltonian(g, v, l):
    s = np.sqrt(g.w)
    return g.T / np.outer(s, s) + np.diag(v + l * (l + 1) / (2 * g.r**2))


def levels(g, v, l):
    e, c = eigh(hamiltonian(g, v, l))
    return e, c / np.sqrt(g.w)[:, None]


def channels(g, lev, occ):
    """Independent-electron response for each shell (n, l) and final l2."""
    t, wt = leggauss(20)
    out = {}
    for l, count in occ.items():
        for l2 in (l - 2, l, l + 2):
            if l2 < 0 or l + l2 < 2:
                continue
            threej2 = 0.5 * np.sum(wt * eval_legendre(l, t)
                                   * eval_legendre(2, t) * eval_legendre(l2, t))
            a = (2 * l + 1) * (2 * l2 + 1) * threej2
            first = occ.get(l2, 0)  # occupied final states are excluded
            e2, u2 = lev[l2][0][first:], lev[l2][1][:, first:]
            for i in range(count):
                M = lev[l][1][:, i][:, None] * u2
                X = a / pi * (M / (lev[l][0][i] - e2)) @ (M.T * g.w)
                out[(i + l + 1, l, l2)] = X
    return out


def solve_ion(g, Z, occ):
    r, w = g.r, g.w
    v = -(1 + (Z - 1) * np.exp(-r * Z**(1 / 3))) / r
    error = 1.0
    for _ in range(300):
        rho = np.zeros_like(r)
        for l, count in occ.items():
            u = levels(g, v, l)[1][:, :count]
            rho += 2 * (2 * l + 1) * np.sum(u**2, axis=1) / (4 * pi)
        n = rho / r**2
        new = -Z / r + g.coul[0] @ (w * rho) - (3 * n / pi)**(1 / 3)
        error = np.max(np.abs(r * (new - v)))
        if error < 1e-6:
            break
        v = v + 0.4 * (new - v)
    assert error < 1e-6
    lev = {l: levels(g, v, l) for l in range(max(occ) + 3)}
    fx = -(1 / 3) * (3 / pi)**(1 / 3) * np.maximum(n, 1e-9)**(-2 / 3)
    K = g.coul[2] * w + np.diag(fx / r**2)
    return SimpleNamespace(g=g, v=v, lev=lev, occ=occ, K=K,
                           X=channels(g, lev, occ))


def pick(ion, keep):
    """Sum of response channels whose shell (n, l) satisfies keep."""
    total = np.zeros_like(ion.K)
    for (n, l, l2), X in ion.X.items():
        if keep(n, l):
            total += X
    return total


def efg(g, rho):
    return -8 * pi / 5 * np.sum(g.w * rho / g.r**3)


def induced(ion, X, v):
    """EFG induced by source v with self-consistent screening."""
    rho = np.linalg.solve(np.eye(len(v)) - X @ ion.K, X @ v)
    return efg(ion.g, rho)


def everything(n, l):
    return True


g = make_grid(120, 1.0, 40.0)
r, w = g.r, g.w
field = -0.5 * r**2  # unit external EFG

# Hydrogenic 1s^2 against its closed form 2/(3Z)
Zh = 10
lev_h = {l: levels(g, -Zh / r, l) for l in (0, 2)}
gamma_h = -efg(g, channels(g, lev_h, {0: 1})[(1, 0, 2)] @ field)
assert abs(gamma_h - 2 / (3 * Zh)) < 1e-5
print(f"hydrogenic 1s^2, Z={Zh}: gamma = {gamma_h:.6f}, 2/(3Z) = {2/(3*Zh):.6f}")

# Four ions: all shells relaxed, or only the outermost s and p shells
table = {"Na+": (11, {0: 2, 1: 1}), "K+": (19, {0: 3, 1: 2}),
         "Rb+": (37, {0: 4, 1: 3, 2: 1}), "Cs+": (55, {0: 5, 1: 4, 2: 2})}
ions, gam = {}, {}
print("ion: outer p level (hartree); gamma independent, self-consistent, outer sp only")
for name, (Z, occ) in table.items():
    ion = ions[name] = solve_ion(g, Z, occ)
    top = occ[0]
    Xall = pick(ion, everything)
    bare = -efg(g, Xall @ field)
    gam[name] = -induced(ion, Xall, field)
    outer = -induced(ion, pick(ion, lambda n, l: n == top and l < 2), field)
    assert abs(outer - gam[name]) < 0.2 * (1 - gam[name])
    print(f"{name}: {ion.lev[1][0][occ[1]-1]:.4f}; {bare:.2f}, {gam[name]:.2f}, {outer:.2f}")
assert 0 > gam["Na+"] > gam["K+"] > gam["Rb+"] > gam["Cs+"]

# Convergence with a different radial grid
g2 = make_grid(100, 1.5, 30.0)
rb2 = solve_ion(g2, *table["Rb+"])
gamma2 = -induced(rb2, pick(rb2, everything), -0.5 * g2.r**2)
assert abs(gamma2 / gam["Rb+"] - 1) < 1e-3
print(f"Rb+ gamma on a second grid = {gamma2:.2f}")

# Rb+: which shells are valence?
rb = ions["Rb+"]
sets = {"4p": lambda n, l: (n, l) == (4, 1),
        "4s4p": lambda n, l: n == 4,
        "3d4s4p": lambda n, l: n == 4 or (n, l) == (3, 2),
        "3s3p3d4s4p": lambda n, l: n >= 3,
        "all but 4p": lambda n, l: (n, l) != (4, 1)}
part = {}
for label, keep in sets.items():
    part[label] = -induced(rb, pick(rb, keep), field)
    print(f"Rb+ valence {label}: gamma = {part[label]:.3f}")
assert abs(part["all but 4p"]) < 0.2 * abs(gam["Rb+"])

# Mechanism: where the field acts and where the induced EFG arises
rho_pp = rb.X[(4, 1, 1)] @ field
u4p = rb.lev[1][1][:, 2]
inner = np.sum((w * rho_pp / r**3)[r < 0.5]) / np.sum(w * rho_pp / r**3)
outer_r2 = np.sum((w * u4p**2 * r**2)[r > 1]) / np.sum(w * u4p**2 * r**2)
gamma_pp, gamma_pf = -efg(g, rho_pp), -efg(g, rb.X[(4, 1, 3)] @ field)
assert gamma_pp < 0 and abs(gamma_pp) > 5 * abs(gamma_pf)
assert 0.8 < inner < 1.2 and outer_r2 > 0.8
print(f"Rb+ independent-electron gamma: 4p->p {gamma_pp:.2f}, 4p->f {gamma_pf:.2f}")
print(f"share of 4p->p induced EFG from r < 0.5 bohr = {inner:.3f}")
print(f"share of 4p <r^2> from r > 1 bohr = {outer_r2:.3f}")

# Finite-field diagonalization of the Rb+ p shells in coupled p and f channels
t, wt = leggauss(20)
P2 = eval_legendre(2, t)
s_field = 3e-4


def p_shell_efg(strength):
    total = 0.0
    for m, electrons in ((0, 2), (1, 4)):
        Y = np.array([lpmv(m, l, t) for l in (1, 3)])
        Y /= np.sqrt(np.sum(wt * Y**2, axis=1))[:, None]
        A = (Y * wt * P2) @ Y.T
        zero = np.zeros_like(rb.K)
        H = np.block([[hamiltonian(g, rb.v, 1), zero],
                      [zero, hamiltonian(g, rb.v, 3)]])
        H += np.kron(A, np.diag(strength * field))
        c = eigh(H)[1][:, :3]
        op = np.kron(A, np.diag(2 / r**3))
        total -= electrons * np.sum(c * (op @ c))
    return total


gamma_ff = -(p_shell_efg(s_field) - p_shell_efg(-s_field)) / (2 * s_field)
gamma_pt = -efg(g, pick(rb, lambda n, l: l == 1) @ field)
assert abs(gamma_ff / gamma_pt - 1) < 3e-3
print(f"Rb+ p shells: gamma finite field {gamma_ff:.2f}, perturbation {gamma_pt:.2f}")

# Self-consistent Na+ in a field, Gaussian basis and three-dimensional grid
basis = []
for l, low, ratio, count in ((0, 0.2, 2.6, 13), (1, 0.1, 2.3, 12),
                             (2, 0.2, 2.6, 7), (3, 0.3, 2.6, 4)):
    basis += [[l, [low * ratio**k, 1.0]] for k in range(count)]
mol = gto.M(atom="Na 0 0 0", charge=1, basis={"Na": basis}, verbose=0)
mf = dft.RKS(mol)
mf.xc = "lda,"
mf.conv_tol, mf.conv_tol_grad = 1e-10, 1e-6
mf.grids.atom_grid = {"Na": (90, 194)}
mf.grids.prune = None
h0 = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
rr = mol.intor("int1e_rr")
quad = rr[8] - 0.5 * (rr[0] + rr[4])


def gaussian_efg(strength, guess=None):
    h = h0 - 0.5 * strength * quad
    mf.get_hcore = lambda *args: h
    mf.kernel(dm0=guess)
    assert mf.converged
    dm = mf.make_rdm1()
    xyz, wt3 = mf.grids.coords, mf.grids.weights
    ao = dft.numint.eval_ao(mol, xyz)
    n = np.einsum("gi,gi->g", ao @ dm, ao)
    d = np.linalg.norm(xyz, axis=1)
    return -np.sum(wt3 * n * (3 * xyz[:, 2]**2 - d**2) / d**5), dm


efg0, dm0 = gaussian_efg(0.0)
s3 = 2e-3
gamma_na = -(gaussian_efg(s3, dm0)[0] - gaussian_efg(-s3, dm0)[0]) / (2 * s3)
assert abs(efg0) < 1e-5
assert abs(gamma_na / gam["Na+"] - 1) < 0.01
print(f"Na+ gamma: Gaussian finite field {gamma_na:.3f}, radial {gam['Na+']:.3f}")
print(f"Na+ EFG of the unrelaxed density = {efg0:.1e} a.u.")

# Reconstruction of a 5p orbital of Rb from its smooth part
k = np.argmin(np.abs(r - 2.2))
rc, inside = r[k], r < r[k]
stiff = 0.003  # environment: extra potential (1/2) stiff r^2


def smooth(u):
    powers = np.array([2, 4, 6])
    A = np.array([rc**powers, powers * rc**(powers - 1),
                  powers * (powers - 1) * rc**(powers - 2)], dtype=float)
    c = np.linalg.solve(A, [u[k], g.D1[k] @ u, g.D2[k] @ u])
    return np.where(inside, (r[:, None]**powers) @ c, u)


psi = levels(g, rb.v + 0.5 * stiff * r**2, 1)[1][:, 3]
phi = rb.lev[1][1][:, 3:5]  # partial waves: 5p and 6p of the free ion
psi_s = smooth(psi)
phi_s = np.array([smooth(phi[:, i]) for i in range(2)]).T
shape = np.where(inside, (1 - (r / rc)**2)**2, 0.0)
proj = phi_s.T * (w * shape)
c = np.linalg.solve(proj @ phi_s, proj @ psi_s)
q = w / r**3
exact, plain = np.sum(q * psi**2), np.sum(q * psi_s**2)
rebuilt = plain + c @ (phi.T @ (q[:, None] * phi)
                       - phi_s.T @ (q[:, None] * phi_s)) @ c
free = np.sum(q * phi[:, 0]**2)
assert abs(rebuilt / exact - 1) < 0.02 and abs(plain / exact - 1) > 0.2
print(f"augmentation radius = {rc:.3f} bohr, environment stiffness = {stiff} a.u.")
print(f"5p <r^-3> (bohr^-3): smooth {plain:.4f}, rebuilt {rebuilt:.4f}, exact {exact:.4f}")
print(f"5p <r^-3> in the free ion = {free:.4f} bohr^-3")

# Source on the ion itself: one 5p electron with m = 0, direct Coulomb only
Xall = pick(rb, everything)
rho5 = phi[:, 0]**2 / (2 * pi)
direct = efg(g, rho5)
R = -induced(rb, Xall, g.coul[2] @ (w * rho5)) / direct
assert abs(R) < 1
print(f"Rb 5p electron: direct EFG = {direct:.4f} a.u., R = {R:.3f}")

# Point charge -e at 6 bohr from Rb+
dist = 6.0
source = np.minimum(r, dist)**2 / np.maximum(r, dist)**3
V_ext = -2 / dist**3
unit = const.physical_constants["atomic unit of electric field gradient"][0]
Q = 0.1e-28  # model nuclear quadrupole moment, m^2
results = {"all frozen": V_ext,
           "4s4p valence": V_ext + induced(rb, pick(rb, sets["4s4p"]), source),
           "all relaxed": V_ext + induced(rb, Xall, source)}
ratio = results["all relaxed"] / V_ext
assert abs(ratio / (1 - gam["Rb+"]) - 1) < 0.05
print(f"charge -e at {dist} bohr from Rb+; model Q = {Q/1e-28:.1f} barn")
for label, V in results.items():
    MHz = const.e * Q * V * unit / const.h / 1e6
    print(f"{label}: V_zz = {V*unit/1e21:.4f} 10^21 V/m^2, eQV_zz/h = {MHz:.3f} MHz")
print(f"enhancement at this distance = {ratio:.2f}, 1-gamma = {1-gam['Rb+']:.2f}")
print("all good")
```

Output:

```
hydrogenic 1s^2, Z=10: gamma = 0.066667, 2/(3Z) = 0.066667
ion: outer p level (hartree); gamma independent, self-consistent, outer sp only
Na+: -1.2790; -5.71, -5.52, -5.68
K+: -0.8629; -21.25, -20.71, -20.79
Rb+: -0.7482; -57.48, -55.55, -53.98
Cs+: -0.6413; -115.20, -109.48, -105.60
Rb+ gamma on a second grid = -55.55
Rb+ valence 4p: gamma = -53.657
Rb+ valence 4s4p: gamma = -53.981
Rb+ valence 3d4s4p: gamma = -54.619
Rb+ valence 3s3p3d4s4p: gamma = -55.890
Rb+ valence all but 4p: gamma = -2.130
Rb+ independent-electron gamma: 4p->p -54.50, 4p->f 0.55
share of 4p->p induced EFG from r < 0.5 bohr = 0.989
share of 4p <r^2> from r > 1 bohr = 0.988
Rb+ p shells: gamma finite field -56.74, perturbation -56.74
Na+ gamma: Gaussian finite field -5.544, radial -5.523
Na+ EFG of the unrelaxed density = -1.0e-12 a.u.
augmentation radius = 2.179 bohr, environment stiffness = 0.003 a.u.
5p <r^-3> (bohr^-3): smooth 0.0330, rebuilt 2.7166, exact 2.7203
5p <r^-3> in the free ion = 1.7146 bohr^-3
Rb 5p electron: direct EFG = -1.3716 a.u., R = -0.183
charge -e at 6.0 bohr from Rb+; model Q = 0.1 barn
all frozen: V_zz = -0.0900 10^21 V/m^2, eQV_zz/h = -0.218 MHz
4s4p valence: V_zz = -4.9371 10^21 V/m^2, eQV_zz/h = -11.938 MHz
all relaxed: V_zz = -5.0783 10^21 V/m^2, eQV_zz/h = -12.279 MHz
enhancement at this distance = 56.44, 1-gamma = 56.55
all good
```
